# Oxygen-vacancy density in an oxide from a positive formation free energy: a program that tests the result

```python
"""
Equilibrium density of neutral oxygen vacancies in an oxide:
    n = N_s / (1 + exp(g/kT)), and n = N_s exp(-g/kT) when dilute.
N_s: oxygen sites per cm^3; g: formation free energy in eV, including the
oxygen reservoir but not the entropy of choosing sites; kT: thermal energy.
Also sized: charged vacancies, disorder, oxygen pressure, cooling and
diffusion, for rough parameters of an amorphous oxide transistor channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gammaln

k_ev = const.k / const.e
temperature = 600.0
kT = k_ev * temperature
g_form = 1.0
site_density = 5e22


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Dilute result and the exact site occupation
fraction = np.exp(-g_form / kT)
density = site_density * fraction
density_full = site_density / (1 + np.exp(g_form / kT))
assert abs(density / density_full - 1) < 1e-7
assert abs(density / 2e14 - 1) < 0.02

# Every microstate of a small lattice, where the dilute form must fail
small_sites, small_g = 12, 0.1
counts = np.array([bin(s).count("1") for s in range(2**small_sites)])
weights = np.exp(-counts * small_g / kT)
enumerated = np.sum(counts * weights) / np.sum(weights) / small_sites
small_full = 1 / (1 + np.exp(small_g / kT))
small_dilute = np.exp(-small_g / kT)
assert abs(enumerated / small_full - 1) < 1e-10
assert small_dilute / enumerated - 1 > 0.1

# Vacancy number distribution in a complete transistor channel
side_um, thickness_nm = 10.0, 50.0
volume_cm3 = (side_um * 1e-4)**2 * thickness_nm * 1e-7
device_sites = site_density * volume_cm3
number = np.arange(0, 3001)
log_steps = np.log((device_sites - number[1:] + 1) / number[1:]) - g_form / kT
log_weight = np.concatenate(([0.0], np.cumsum(log_steps)))
probability = np.exp(log_weight - log_weight.max())
probability /= probability.sum()
mean_number = np.sum(number * probability)
spread_number = np.sqrt(np.sum((number - mean_number)**2 * probability))
most_probable = number[np.argmax(probability)]
assert abs(mean_number / (density * volume_cm3) - 1) < 1e-6
assert abs(spread_number / np.sqrt(density * volume_cm3) - 1) < 1e-5
assert abs(most_probable - mean_number) <= 1.0
areal_density = density * thickness_nm * 1e-7
lateral_spacing_nm = 1e7 / np.sqrt(areal_density)

# Doubly charged vacancies with background donors
mass_ratio, donors = 0.34, 1e17
mass = mass_ratio * const.m_e
thermal_j = const.k * temperature
band_density = 2 * (mass * thermal_j / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def electrons_fermi(depth):
    """Electron density in cm^-3, Fermi level at depth eV below the band."""
    prefactor = (2 * mass * thermal_j)**1.5 / (2 * np.pi**2 * const.hbar**3)
    integral = quad(lambda u: 2 * u*u / (1 + np.exp(u*u + depth / kT)),
                    0, 8, epsabs=0, epsrel=1e-9)[0]
    return prefactor * integral * 1e-6


def charged_closed(level):
    """Electron and V2+ densities from the nondegenerate cubic equation."""
    strength = density * band_density**2 * np.exp(-2 * level / kT)
    electrons = brentq(lambda x: x*x * (x - donors) - 2 * strength,
                       donors, band_density)
    return electrons, strength / electrons**2


def charged_direct(level):
    """The same densities from neutrality with Fermi-Dirac electrons."""
    def vacancies(depth):
        return density * np.exp(2 * (depth - level) / kT)
    depth = brentq(lambda w: electrons_fermi(w) - donors - 2 * vacancies(w),
                   0.0, 1.0)
    return electrons_fermi(depth), vacancies(depth), depth


shallow, deep = 0.1, 1.0
electrons_shallow, charged_shallow = charged_closed(shallow)
electrons_deep, charged_deep = charged_closed(deep)
direct_shallow = charged_direct(shallow)
direct_deep = charged_direct(deep)
assert np.allclose([electrons_shallow, charged_shallow],
                   direct_shallow[:2], rtol=0.02, atol=0)
assert np.allclose([electrons_deep, charged_deep],
                   direct_deep[:2], rtol=0.02, atol=0)
assert charged_shallow > 10 * density and charged_deep < 1e-6 * density

# Gaussian disorder averaged over the exact occupation
sigma = 0.1
disorder_factor = np.exp(sigma**2 / (2 * kT**2))
energies = np.linspace(g_form - 12 * sigma, g_form + 12 * sigma, 20001)
gauss = np.exp(-(energies - g_form)**2 / (2 * sigma**2))
gauss /= sigma * np.sqrt(2 * np.pi)
averaged = np.trapezoid(gauss / (1 + np.exp(energies / kT)), energies) \
    if hasattr(np, "trapezoid") else \
    np.trapz(gauss / (1 + np.exp(energies / kT)), energies)
assert abs(averaged / fraction / disorder_factor - 1) < 1e-4

# Oxygen gas: translation, rotation (odd levels only), electronic triplet
bond_nm = 0.121
atom_mass = 16 * const.atomic_mass
rotor_j = const.hbar**2 / (atom_mass * (bond_nm * 1e-9)**2)
air_torr, low_torr = 150.0, 1e-3


def mu_oxygen(temp, torr):
    """Half the chemical potential of O2 in eV, high-temperature rotor."""
    energy = const.k * temp
    wave_cubed = (const.h**2 / (4 * np.pi * atom_mass * energy))**1.5
    states = energy / (torr * const.torr) / wave_cubed
    return -0.5 * k_ev * temp * np.log(states * 3 * energy / (2 * rotor_j))


def mu_oxygen_direct(temp, torr):
    """Half the free energy cost of adding one molecule to a finite box."""
    box = 1e-15
    energy = const.k * temp
    molecules = torr * const.torr * box / energy
    levels = np.arange(1, 200, 2)
    rotation = np.sum((2 * levels + 1)
                      * np.exp(-rotor_j * levels * (levels + 1) / energy))
    wave = const.h / np.sqrt(4 * np.pi * atom_mass * energy)
    log_q = np.log(3 * rotation * box / wave**3)

    def free_energy(count):
        return -k_ev * temp * (count * log_q - gammaln(count + 1))
    return 0.5 * (free_energy(molecules + 1) - free_energy(molecules))


for temp in (300.0, 450.0, 600.0):
    assert abs(mu_oxygen(temp, air_torr)
               - mu_oxygen_direct(temp, air_torr)) < 1e-3
pressure_factor = np.sqrt(air_torr / low_torr)
mu_drop = (mu_oxygen_direct(temperature, air_torr)
           - mu_oxygen_direct(temperature, low_torr))
assert abs(np.exp(mu_drop / kT) / pressure_factor - 1) < 2e-3


def g_at(temp):
    return g_form + mu_oxygen(temp, air_torr) - mu_oxygen(temperature, air_torr)


def density_at(temp):
    return site_density * np.exp(-g_at(temp) / (k_ev * temp))


# Diffusive relaxation of a film open at the top and blocked below
attempt_rate, barrier, hop_nm = 1e13, 1.0, 0.3


def diffusivity(temp):
    rate = attempt_rate * np.exp(-barrier / (k_ev * temp))
    return rate * (hop_nm * 1e-7)**2 / 6


def relaxation(temp):
    return 4 * (thickness_nm * 1e-7)**2 / (np.pi**2 * diffusivity(temp))


planes = round(thickness_nm / hop_nm)
loss = np.full(planes, 2.0)
loss[-1] = 1.0
slowest = eigh_tridiagonal(loss, -np.ones(planes - 1), eigvals_only=True)[0]


def relaxation_direct(temp):
    rate = attempt_rate * np.exp(-barrier / (k_ev * temp))
    return 6 / (rate * slowest)


cooling_time = 1000.0
freeze_temp = brentq(lambda t: np.log(relaxation(t) / cooling_time), 250, 900)
for temp in (300.0, temperature):
    assert abs(relaxation(temp) / relaxation_direct(temp) - 1) < 0.02
assert abs(relaxation_direct(freeze_temp) / cooling_time - 1) < 0.02
assert density_at(300.0) < density_at(freeze_temp) < density

print("MAIN RESULT")
show("temperature", temperature, "K")
show("formation free energy", g_form, "eV")
show("oxygen-site density", site_density, "cm^-3")
show("thermal energy kT", kT, "eV", ".6f")
show("g/kT", g_form / kT, "", ".4f")
show("log10 of site fraction", np.log10(fraction), "", ".4f")
show("vacant site fraction", fraction)
show("vacancy density", density, "cm^-3")
show("vacancy density, converted", density * 1e6, "m^-3")
show("factor for 0.05 eV change in g", np.exp(0.05 / kT))
print("DILUTE LIMIT CHECK AT 600 K")
show("small formation free energy", small_g, "eV")
show("fraction by enumeration", enumerated)
show("fraction by dilute formula", small_dilute)
print("TRANSISTOR CHANNEL")
show("channel side", side_um, "um")
show("film thickness", thickness_nm, "nm")
show("mean number of vacancies", mean_number, "", ".1f")
show("standard deviation of number", spread_number, "", ".1f")
show("vacancies per film area", areal_density, "cm^-2")
show("typical lateral spacing", lateral_spacing_nm, "nm", ".0f")
print("CHARGED VACANCIES")
show("effective mass / electron mass", mass_ratio)
show("background donor density", donors, "cm^-3")
show("band density of states N_c", band_density, "cm^-3")
show("shallow level depth", shallow, "eV")
show("shallow: Fermi level depth", direct_shallow[2], "eV", ".3f")
show("shallow: electron density", electrons_shallow, "cm^-3", ".3g")
show("shallow: V2+ density", charged_shallow, "cm^-3", ".3g")
show("shallow: V2+ / neutral", charged_shallow / density, "", ".3g")
show("deep level depth", deep, "eV")
show("deep: V2+ / neutral", charged_deep / density, "", ".2g")
print("DISORDER AND OXYGEN PRESSURE")
show("spread of formation energy", sigma, "eV")
show("disorder multiplies density by", disorder_factor, "", ".3g")
show("reference oxygen pressure", air_torr, "Torr")
show("low oxygen pressure", low_torr, "Torr")
show("low pressure multiplies density by", pressure_factor, "", ".3g")
show("neutral density at low pressure", density * pressure_factor, "cm^-3", ".3g")
print("COOLING AND DIFFUSION")
show("migration barrier", barrier, "eV")
show("total attempt rate", attempt_rate, "s^-1")
show("hop length", hop_nm, "nm")
show("vacancy diffusivity at 600 K", diffusivity(600.0), "cm^2/s", ".3g")
show("relaxation time at 600 K", relaxation(600.0), "s", ".3g")
show("relaxation time at 300 K", relaxation(300.0), "s", ".3g")
show("chosen cooling time", cooling_time, "s")
show("freezing temperature", freeze_temp, "K", ".0f")
show("g at freezing temperature", g_at(freeze_temp), "eV", ".3f")
show("equilibrium density at freezing", density_at(freeze_temp), "cm^-3", ".2g")
show("g at 300 K", g_at(300.0), "eV", ".3f")
show("equilibrium density at 300 K", density_at(300.0), "cm^-3", ".2g")
print("done: every assertion held")
```

It prints:

```
MAIN RESULT
temperature: 600 K
formation free energy: 1 eV
oxygen-site density: 5e+22 cm^-3
thermal energy kT: 0.051704 eV
g/kT: 19.3409
log10 of site fraction: -8.3996
vacant site fraction: 3.984e-09
vacancy density: 1.992e+14 cm^-3
vacancy density, converted: 1.992e+20 m^-3
factor for 0.05 eV change in g: 2.63
DILUTE LIMIT CHECK AT 600 K
small formation free energy: 0.1 eV
fraction by enumeration: 0.1263
fraction by dilute formula: 0.1446
TRANSISTOR CHANNEL
channel side: 10 um
film thickness: 50 nm
mean number of vacancies: 996.1
standard deviation of number: 31.6
vacancies per film area: 9.961e+08 cm^-2
typical lateral spacing: 317 nm
CHARGED VACANCIES
effective mass / electron mass: 0.34
background donor density: 1e+17 cm^-3
band density of states N_c: 1.407e+19 cm^-3
shallow level depth: 0.1 eV
shallow: Fermi level depth: 0.231 eV
shallow: electron density: 1.62e+17 cm^-3
shallow: V2+ density: 3.12e+16 cm^-3
shallow: V2+ / neutral: 157
deep level depth: 1 eV
deep: V2+ / neutral: 3.1e-13
DISORDER AND OXYGEN PRESSURE
spread of formation energy: 0.1 eV
disorder multiplies density by: 6.49
reference oxygen pressure: 150 Torr
low oxygen pressure: 0.001 Torr
low pressure multiplies density by: 387
neutral density at low pressure: 7.72e+16 cm^-3
COOLING AND DIFFUSION
migration barrier: 1 eV
total attempt rate: 1e+13 s^-1
hop length: 0.3 nm
vacancy diffusivity at 600 K: 5.98e-12 cm^2/s
relaxation time at 600 K: 1.7 s
relaxation time at 300 K: 4.25e+08 s
chosen cooling time: 1000 s
freezing temperature: 451 K
g at freezing temperature: 1.181 eV
equilibrium density at freezing: 3.2e+09 cm^-3
g at 300 K: 1.357 eV
equilibrium density at 300 K: 0.79 cm^-3
done: every assertion held
```
